# Sommerfeld enhancement of carrier capture at an attractive charged defect: test program

```python
"""Thermal Sommerfeld enhancement of capture at an attractive charged defect.

Result under test: the continuum density at the defect, relative to a plane
wave, is s = y/(1-exp(-y)) with y = 2*pi/(k*a).  Its Maxwell-Boltzmann mean is
    <s> = 4*sqrt(pi*theta) + R(theta),   0 < R < 1,
so <s> varies as T**(-1/2) at low temperature T.
Symbols: k wavenumber, a effective Bohr radius, E_R = hbar^2/(2 m a^2),
theta = E_R/(k_B T), R = thermal mean of the repulsive factor y/(exp(y)-1).
In the radial calculations lengths are in units of a and k in units of 1/a.
"""
import math
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import j1


def radial_solution(k, r_end, kappa=0.0):
    """u and u' at r_end for u(0)=0, u'(0)=1; kappa = inverse screening length."""
    def rhs(r, state):
        attraction = 2.0 * math.exp(-kappa * r) / r
        return [state[1], -(k * k + attraction) * state[0]]
    r0 = 1e-6
    sol = solve_ivp(rhs, (r0, r_end), [r0 - r0**2, 1.0 - 2.0 * r0],
                    method="DOP853", rtol=1e-9, atol=1e-12)
    assert sol.success
    return sol.y[0, -1], sol.y[1, -1]


def numerical_density(k, kappa=0.0):
    """Density at the origin relative to a plane wave, from the far amplitude.

    The far wave is N*sin(phase)/sqrt(p) with local wavenumber p(r);
    a free wave with u'(0)=1 has N^2 = 1/k.
    """
    r = 100.0 + 30.0 / k
    u, du = radial_solution(k, r, kappa)
    tail = math.exp(-kappa * r)
    p = math.sqrt(k * k + 2.0 * tail / r)
    dp = -tail * (1.0 / r**2 + kappa / r) / p
    n_squared = u * u * p + (du + u * dp / (2.0 * p))**2 / p
    return 1.0 / (k * n_squared)


def attractive_factor(y):
    return y / (-math.expm1(-y))


def repulsive_factor(y):
    return y * math.exp(-y) / (-math.expm1(-y))


def thermal_mean(factor, theta):
    """Maxwell-Boltzmann mean; q is speed over sqrt(2 k_B T/m)."""
    def integrand(q):
        y = 2.0 * math.pi * math.sqrt(theta) / q
        return 4.0 / math.sqrt(math.pi) * q * q * math.exp(-q * q) * factor(y)
    return quad(integrand, 0.0, 12.0, epsabs=0.0, epsrel=1e-10, limit=300)[0]


def low_t_law(theta):
    return 4.0 * math.sqrt(math.pi * theta)


# Density at the origin: integrated radial equation against closed formula
print("Density at defect relative to plane wave: k*a, numerical, formula")
for k in (0.2, 0.5, 1.0, 3.0):
    numeric = numerical_density(k)
    formula = attractive_factor(2.0 * math.pi / k)
    assert abs(numeric / formula - 1.0) < 2e-4
    print(f"  {k:4.1f}  {numeric:10.5f}  {formula:10.5f}")

# Integral representation of the regular solution, with x = tanh(w)
k_test, r_test = 0.5, 5.0
eta = 1.0 / k_test
integral = quad(lambda w: 0.5 / math.cosh(w)**2
                * math.cos(k_test * r_test * math.tanh(w) + 2.0 * eta * w),
                -20.0, 20.0, epsabs=1e-13, epsrel=1e-11, limit=500)[0]
u_integral = r_test * math.sinh(math.pi * eta) / (math.pi * eta) * integral
u_radial = radial_solution(k_test, r_test)[0]
assert abs(u_integral - u_radial) < 1e-6
print(f"u/a at k*a=0.5, r=5a: integral {u_integral:.7f}, radial {u_radial:.7f}")

# Thermal mean built only from integrated radial waves
nodes, weights = np.polynomial.legendre.leggauss(14)
q_nodes, q_weights = 2.5 * (nodes + 1.0), 2.5 * weights
direct = {}
print("Thermal mean from numerical waves: theta, mean, low-T law")
for theta in (2.5, 10.0):
    total = 0.0
    for q, weight in zip(q_nodes, q_weights):
        density = numerical_density(q / math.sqrt(theta))
        total += weight * q * q * math.exp(-q * q) * density
    direct[theta] = 4.0 / math.sqrt(math.pi) * total
    print(f"  {theta:5.1f}  {direct[theta]:10.5f}  {low_t_law(theta):10.5f}")
assert abs(direct[10.0] / low_t_law(10.0) - 1.0) < 5e-4
ratio = direct[10.0] / direct[2.5]
assert abs(ratio - 2.0) < 3e-3
print(f"Ratio of means when T falls by a factor 4: {ratio:.5f}")

# Splitting into low-temperature law plus repulsive mean, and the bound
for theta in (1e-4, 0.01, 0.1, 0.5, 2.0, 10.0):
    mean = thermal_mean(attractive_factor, theta)
    rest = thermal_mean(repulsive_factor, theta)
    assert abs(mean - low_t_law(theta) - rest) < 1e-7
    assert 0.0 < rest < 1.0

# Saddle-point estimate of the repulsive mean; its error falls as 1/x0
print("Repulsive mean R: theta, quadrature, saddle point")
for theta in (10.0, 100.0, 1000.0):
    x0 = (math.pi**2 * theta)**(1.0 / 3.0)
    saddle = 8.0 / math.sqrt(3.0) * x0**2 * math.exp(-3.0 * x0)
    rest = thermal_mean(repulsive_factor, theta)
    assert abs(rest / saddle - 1.0) < 0.3 / x0
    print(f"  {theta:6.0f}  {rest:.4e}  {saddle:.4e}")

# High-temperature series; the omitted term is of order theta**1.5
theta = 1e-4
series = 1.0 + 2.0 * math.sqrt(math.pi * theta) + 2.0 * math.pi**2 * theta / 3.0
mean = thermal_mean(attractive_factor, theta)
assert abs(mean - series) < 3e-5
print(f"High T, theta=1e-4: mean {mean:.6f}, series {series:.6f}")

# Finite radius: the low-energy density profile does not depend on k
r_core = 0.1
profile = (j1(math.sqrt(8.0 * r_core)) / math.sqrt(2.0 * r_core))**2
print(f"Finite-radius factor P at r=0.1a: {profile:.5f}")
for k in (0.02, 0.2):
    numeric = (radial_solution(k, r_core)[0] / r_core)**2
    assert abs(numeric / profile - 1.0) < 1e-3
    print(f"  from radial wave at k*a={k:.2f}: {numeric:.5f}")

# Screening length 10a: the density saturates, the Coulomb one diverges
print("Screening length 10a: k*a, screened density, Coulomb density")
screened = []
for k in (0.0005, 0.001):
    screened.append(numerical_density(k, kappa=0.1))
    coulomb = attractive_factor(2.0 * math.pi / k)
    assert screened[-1] < coulomb
    print(f"  {k:.4f}  {screened[-1]:10.3f}  {coulomb:10.1f}")
assert abs(screened[0] / screened[1] - 1.0) < 0.02

# Worked example with round model parameters
mass_ratio, permittivity, charge, c_short = 0.3, 10.0, 1, 1e-9
mass = mass_ratio * const.m_e
coupling = charge * const.e**2 / (4.0 * math.pi * const.epsilon_0 * permittivity)
bohr = const.hbar**2 / (mass * coupling)
rydberg = mass * coupling**2 / (2.0 * const.hbar**2)
hydrogen_scale = const.value("Rydberg constant times hc in J")
assert abs(rydberg / (hydrogen_scale * mass_ratio * charge**2
                      / permittivity**2) - 1.0) < 1e-7
print(f"Model: m={mass_ratio} m_e, rel. permittivity={permittivity}, Z={charge}")
print(f"Short-range coefficient C0 = {c_short:.1e} cm^3/s")
print(f"Effective Rydberg E_R = {rydberg / const.e * 1e3:.3f} meV")
print(f"Effective Bohr radius a = {bohr * 1e10:.3f} angstrom")
print("T (K), theta, <s>, low-T law, R, dln<s>/dlnT, C (cm^3/s)")
exponents = []
for temperature in (10, 30, 100, 300, 1000):
    theta = rydberg / (const.k * temperature)
    mean = thermal_mean(attractive_factor, theta)
    rest = thermal_mean(repulsive_factor, theta)
    step = 0.01
    warmer = thermal_mean(attractive_factor, theta * math.exp(-step))
    colder = thermal_mean(attractive_factor, theta * math.exp(step))
    exponent = math.log(warmer / colder) / (2.0 * step)
    exponents.append(exponent)
    print(f"  {temperature:4d} {theta:8.4f} {mean:8.4f} {low_t_law(theta):8.4f}"
          f" {rest:.3e} {exponent:8.5f} {c_short * mean:.3e}")
assert abs(exponents[0] + 0.5) < 1e-4
assert exponents[-1] > exponents[0]

# Temperatures at which the low-temperature law falls short by a set fraction
for fraction in (0.01, 0.10):
    def shortfall(theta):
        return (thermal_mean(repulsive_factor, theta)
                / thermal_mean(attractive_factor, theta) - fraction)
    theta_limit = brentq(shortfall, 1e-3, 20.0)
    t_limit = rydberg / (const.k * theta_limit)
    print(f"Law short by {100 * fraction:.0f}%: theta={theta_limit:.4f}, "
          f"T={t_limit:.1f} K")

print("all tests passed")
```

Output:

```
Density at defect relative to plane wave: k*a, numerical, formula
   0.2    31.41624    31.41593
   0.5    12.56640    12.56641
   1.0     6.29494     6.29494
   3.0     2.38853     2.38853
u/a at k*a=0.5, r=5a: integral -0.0329461, radial -0.0329461
Thermal mean from numerical waves: theta, mean, low-T law
    2.5    11.21662    11.20998
   10.0    22.42013    22.41996
Ratio of means when T falls by a factor 4: 1.99883
Repulsive mean R: theta, quadrature, saddle point
      10  9.6778e-05  9.3975e-05
     100  4.9514e-11  4.8840e-11
    1000  2.4152e-25  2.3997e-25
High T, theta=1e-4: mean 1.036099, series 1.036107
Finite-radius factor P at r=0.1a: 0.81591
  from radial wave at k*a=0.02: 0.81591
  from radial wave at k*a=0.20: 0.81580
Screening length 10a: k*a, screened density, Coulomb density
  0.0005     164.150     12566.4
  0.0010     164.117      6283.2
Model: m=0.3 m_e, rel. permittivity=10.0, Z=1
Short-range coefficient C0 = 1.0e-09 cm^3/s
Effective Rydberg E_R = 40.817 meV
Effective Bohr radius a = 17.639 angstrom
T (K), theta, <s>, low-T law, R, dln<s>/dlnT, C (cm^3/s)
    10  47.3663  48.7943  48.7943 2.189e-08 -0.50000 4.879e-08
    30  15.7888  28.1714  28.1714 1.337e-05 -0.50000 2.817e-08
   100   4.7366  15.4314  15.4301 1.262e-03 -0.49972 1.543e-08
   300   1.5789   8.9258   8.9086 1.717e-02 -0.49544 8.926e-09
  1000   0.4737   4.9784   4.8794 9.895e-02 -0.46821 4.978e-09
Law short by 1%: theta=0.7125, T=664.8 K
Law short by 10%: theta=0.1320, T=3588.0 K
all tests passed
```
